Why a slow single-band electron cannot absorb a photon unaided

A photon brings an energy ħω and a momentum ħq. Their ratio is a velocity, and it is fixed by the light alone:

ħω/(ħq) = ω/q = c/n,

where n is the refractive index of the medium and q = nω/c is the wavenumber of the light in it. An electron that receives the momentum ħq gains an energy set by its own properties: its effective mass m*, its velocity component v∥ along q, and ħq itself. From these quantities and c/n one can form two independent dimensionless numbers, so the fraction of the photon energy that the electron can accommodate must have the form

(energy gained)/(ħω) = f( v∥/(c/n), ħq/(m*c/n) ).

Both numbers are far below one for a conduction electron and infrared light. If f is small when its arguments are small, the photon's momentum cannot carry the photon's energy into the electron. For a parabolic band f can be found in a few lines.

**What the crystal allows**

Take a perfectly uniform crystal, one electron and one photon. Leave out spin, collisions and every band but one. Measure the electron's wavevector k from the band minimum and write

E(k) = ħ²k²/(2m*).

Momentum in a crystal means crystal momentum ħk, and its conservation is a consequence of translation symmetry. The amplitude for absorbing the photon is an integral over the crystal of the final state's complex conjugate, the light's phase factor exp(iq·r), a momentum operator and the initial state. Shift the integration variable by a lattice vector R. By Bloch's theorem the integrand is multiplied by

exp[i(k + q − k′)·R],

where k′ is the final wavevector. The shift cannot change the integral over a crystal with periodic boundaries. The integral therefore vanishes unless this factor equals one for every R, which means

k′ = k + q + G,

with G a reciprocal-lattice vector. It may seem that G could supply the missing momentum. It cannot do so within one band, because k + q + G and k + q label the same Bloch state, with the same energy. We may therefore set G = 0 and keep

k′ = k + q.

**Both laws at once**

Energy conservation requires E(k′) − E(k) = ħω. Insert k′ = k + q and expand the square:

E(k + q) − E(k) = (ħ²/2m*)[(k + q)·(k + q) − k·k]

= (ħ²/2m*)(2k·q + q²)

= ħq v∥ + ħ²q²/(2m*).

The last line uses the velocity v = ħk/m*, whose component along q is v∥. The first term is the work done by a small push on a moving electron. The second is the recoil energy, which remains when the electron starts at rest.

Divide by ħω = ħq(c/n). The function f is

f = v∥/(c/n) + ½ ħq/(m*c/n).

Absorption requires f = 1. To see what this means, note that the final velocity is v′ = v + ħq/m*, so the mean of the initial and final velocities along q is v∥ + ħq/(2m*). The requirement f = 1 is therefore

½(v∥ + v′∥) = c/n.

This is the content of the two conservation laws together: on average over the transition, the electron must keep pace with the phase of the light wave. An electron that is much slower than c/n both before and after the transition cannot do so, and the process is forbidden for it. The final velocity matters because a sufficiently energetic photon could supply the required mean velocity by recoil. For infrared light the recoil velocity ħq/m* is far too small for that.

The two laws can also be pictured as curves. Starting from the electron's point on the parabola, the photon would move it along a line of slope ħω/q = ħc/n in a plot of energy against wavevector. The local slope of the parabola is ħv. For a slow electron the photon's line is very steep, and it leaves the parabola without meeting it again anywhere in the range where the band is parabolic.

**Where the word "cannot" has limits**

A parabola steepens without end, so a steep line does meet it again far up. Solving f = 1 for the initial wavevector along q gives

k∥ = m*ω/(ħq) − q/2.

The formal solution exists, but it must be compared with the extent of the band. For the silicon example below it lies at 193.5 nm⁻¹, while 2π/a, the scale of the Brillouin zone, is 11.57 nm⁻¹. The parabola has lost its meaning long before. The impossibility is thus a statement about electrons slow compared with c/n, which includes the conduction electrons treated here. It does not follow from the parabolic formula extended to all k.

A free electron has no zone boundary, so it needs a separate argument. Its total energy ε, rest energy included, obeys ε² = m₀²c⁴ + c²p². After absorption,

(ε + ħω)² = m₀²c⁴ + c²|p + ħq|².

Subtract the initial relation:

2εħω + ħ²ω² = 2c²ħ p·q + c²ħ²q².

Now put q = nω/c, let θ be the angle between p and q, and divide by 2ħω:

ε + ħω/2 = n c p cosθ + n²ħω/2.

Since the velocity is v = c²p/ε, we may replace cp by εv/c. Solving for v cosθ gives

v cosθ = (c/n)[1 − (n² − 1)ħω/(2ε)].

In vacuum n = 1, the bracket equals one, and the condition reads v cosθ = c. No massive particle satisfies it, so a free electron in vacuum can never absorb a single photon. In a medium with n > 1 the condition can be met by a fast electron that passes through without being scattered. This is the inverse of Cherenkov emission. For n = 3.48 and a deliberately large photon energy of 0.01 m₀c², a direct numerical solution of the collinear conservation laws gives v = 0.272c, in agreement with the formula.

Meeting the conservation laws is necessary but not sufficient. In a transverse wave the vector potential A is perpendicular to q, and the coupling of a spinless electron is proportional to A·p. If p is parallel to q the coupling vanishes. The fast electron must cross the wave at an angle, with a speed correspondingly higher.

**Slowness matters more than parabolicity**

Valleys in silicon are ellipsoids, not spheres. Let W be the symmetric inverse-mass tensor, so that E = ½ħ² k·W·k and v = ħWk. Then

E(k + q) − E(k) = ħ² q·W·(k + q/2) = ½ħq·(v + v′).

The cross terms combine because W is symmetric. Setting this equal to ħω gives the same condition as before: the mean velocity along q equals c/n.

For a band of any smooth shape, follow the energy along the straight path from k to k + q. With s running from 0 to 1,

E(k + q) − E(k) = ∫₀¹ q·∇E(k + sq) ds = ħ∫₀¹ q·v(k + sq) ds ≤ ħq v_max,

where v_max is the largest group velocity in the band. Dividing by ħω,

(energy gained)/(ħω) ≤ v_max/(c/n).

If every state in the band is slower than c/n, no electron in it can absorb the photon by momentum transfer from the light alone. Temperature, heating by a field and filling of the band change which states are occupied, but they do not change this bound.

**Silicon at 1550 nm**

Take a vacuum wavelength of 1550 nm, so that ħω = 0.7999 eV, and rough values for silicon: n = 3.48, m* = 0.26 m₀ and a = 0.543 nm. The wavenumber in the medium is

q = 2π × 3.48/(1550 nm) = 0.01411 nm⁻¹,

and the phase velocity is c/n = 8.615×10⁷ m/s.

An electron at rest would gain only the recoil energy, 0.02916 meV. An electron at 300 K has a mean kinetic energy 3kT/2 = 38.78 meV, which corresponds to a speed of 2.291×10⁵ m/s. If it moves along q, the first term of the gain is

ħq v = ħω × v/(c/n) = 799.9 meV × (2.291×10⁵)/(8.615×10⁷) = 2.127 meV.

Adding the recoil energy gives 2.156 meV. The photon insists on delivering 799.9 meV, which is 371 times more. The formal solution of both laws would require an initial energy of 5.485 keV, a value that has no place in a conduction band.

The bound for a general band can be sized with a local empirical-pseudopotential model of silicon, which leaves out spin-orbit coupling and nonlocal terms. On a mesh of wavevectors, the largest speed found in the lowest conduction band is 1.73×10⁶ m/s, a factor of 49.8 below c/n. The largest energy gained from q on the same mesh is 16.1 meV, about 2% of the photon energy. The mesh misses the true maximum by about 4%: between mesh points, near the square zone face, the speed approaches 1.80×10⁶ m/s, a factor of about 48 below c/n, with a gain of about 16.7 meV. The conclusion keeps a wide margin.

**How much momentum is missing**

Suppose that something else supplies a wavevector K and negligible energy. Now

k′ = k + q + K, E(k′) = E(k) + ħω.

Write k_i for the initial wavenumber and k_f for the final one. Because energy is proportional to the square of k,

k_f² = k_i² (E_i + ħω)/E_i.

For the thermal electron k_i = 0.5144 nm⁻¹, so

k_f² = (0.5144)² × (38.78 + 799.9)/38.78 = 5.72 nm⁻²,

and k_f = 2.392 nm⁻¹. The directions of k and k′ are free. The triangle inequality applied to K = k′ − k − q gives

k_f − k_i − q ≤ |K| ≤ k_f + k_i + q.

The lower limit holds in this form because k_f exceeds k_i + q. Numerically, |K| lies between 1.864 and 2.921 nm⁻¹. Even the smallest value is 132 times the photon's wavenumber. The division of labour is clear: the photon supplies nearly all the energy, and the other agent nearly all the momentum.

Phonons are suited to this task. Their wavevectors extend through the Brillouin zone, whose scale is 11.57 nm⁻¹, while their energies are small on the scale of the photon's. Absorbing a phonon of roughly 60 meV along with the photon raises the smallest required wavevector by 4.5%. A static impurity is suited as well: its potential breaks translation symmetry, and a short-range potential contains Fourier components over a wide range of K.

**Why a force opens the transition**

Conservation laws say when a transition is possible, but not how the momentum source enters the amplitude. Consider one dimension and let the light be uniform over the region of interest, so that q is neglected. The electron has the Hamiltonian H = p²/(2m*) + V(x), where V is the extra potential of an impurity. The light couples through a term proportional to p. Since p commutes with p²,

[p, H] = [p, V] = −iħ dV/dx.

Take this between an initial eigenstate i and a final eigenstate f of H. The left side is (E_i − E_f)⟨f|p|i⟩. Hence

⟨f|p|i⟩ = iħ⟨f|dV/dx|i⟩/(E_f − E_i).

The optical matrix element between states of different energy is proportional to the matrix element of the force. Without a force it is zero. The absorption rate goes as its squared modulus.

A solvable case shows the momentum bookkeeping. Put the electron on a ring of length L = 39.52 nm with a Gaussian impurity

V(x) = V₀ exp(−x²/2σ²), V₀ = 5 meV, σ = 0.3 nm.

The unperturbed initial state is √(2/L) cos(k_i x), with three wavelengths around the ring. The final state is √(2/L) sin(k_f x), with fifteen. The length is chosen so that their energies differ by ħω. Here k_i = 6π/L = 0.477 nm⁻¹ and k_f = 30π/L = 2.385 nm⁻¹.

To first order in V₀, use these states in the force element and integrate by parts. The boundary term is negligible because the impurity is narrow:

⟨f|dV/dx|i⟩ = −(2/L)∫V [k_f cos(k_f x)cos(k_i x) − k_i sin(k_f x)sin(k_i x)] dx.

Let K₋ = k_f − k_i and K₊ = k_f + k_i. Writing the products as sums of cosines turns the right side into

−(1/L)∫V [K₋ cos(K₋x) + K₊ cos(K₊x)] dx.

The Gaussian integrals give

|⟨f|dV/dx|i⟩| = (√(2π) V₀σ/L)[K₋ exp(−K₋²σ²/2) + K₊ exp(−K₊²σ²/2)].

The impurity acts through its Fourier components at K₋ and K₊, the wavevectors needed to take the electron from ±k_i to ±k_f. With K₋ = 1.908 nm⁻¹ and K₊ = 2.862 nm⁻¹, the bracket is 1.620 + 1.980 = 3.600 nm⁻¹ and the prefactor is 3.760/39.52 = 0.0951 meV. Therefore

|⟨f|p|i⟩|/ħ = 0.0951 × 3.600/799.9 = 4.28×10⁻⁴ nm⁻¹.

Full diagonalization of the ring Hamiltonian gives 4.295×10⁻⁴ nm⁻¹ with the impurity and zero without it. Doubling V₀ multiplies the element by 2.006, close to the factor of two expected at first order. The absorption rate of a weak impurity thus grows as V₀².

**The same fact in classical terms**

In a uniform field F₀ cos ωt, an electron of charge −e obeys m* dv/dt = −eF₀ cos ωt. Its velocity is

v = v₀ − (eF₀/m*ω) sin ωt.

The power delivered is −eF₀ cos(ωt) v. Over a cycle the averages of cos ωt and of sin ωt cos ωt both vanish, so no net energy is absorbed. The field gives energy to the electron in one part of the cycle and takes it back in another.

Now add a friction force −m*v/τ, which represents momentum exchanged with the lattice. Write the steady velocity as the real part of u exp(−iωt). The equation of motion gives

u = −(eF₀/m*)/(1/τ − iω),

and the mean power is

P = ½Re(−eF₀u*) = (e²F₀²/2m*) τ/(1 + ω²τ²).

For ωτ ≫ 1 this becomes e²F₀²/(2m*ω²τ), proportional to the collision rate. It vanishes as τ → ∞ at fixed ω. Friction disturbs the quarter-cycle lag between force and velocity, and net work becomes possible. The constant τ is a model assumption. When ħω greatly exceeds kT, as here, the electron is scattered into states far above the thermal ones, and the τ that fits the direct-current mobility need not give the optical absorption.

**Setting the model beside a silicon device**

Doped silicon waveguides and modulators do absorb light through their free carriers, so at least one assumption of the model fails in them. The uniform crystal is one such assumption: real devices contain phonons and dopants. At an electron density of 10¹⁸ cm⁻³, a realistic doping level for a modulator, the density is about 0.04 of the effective density of states (0.039 with the model masses given below, slightly less with measured masses), so thermal energies describe the electrons reasonably well. The single mass is a simplification. The pseudopotential model gives 0.872 m₀ along a valley axis and 0.183 m₀ across it; a larger plane-wave set raises these to 0.873 m₀ and 0.184 m₀. Since k_f scales as √m* for an electron starting at rest, the wavevector needed at fixed photon energy ranges from about 0.84 to 1.83 times the value for 0.26 m₀, if the valley stays parabolic. At 0.8 eV above the minimum it does not. In the model band the factor is about 0.9 in the most favourable direction sampled, sideways along a cube axis, but about 1.8 sideways along a face diagonal, and toward the nearby zone face the required energy is not reached within half of 2π/a. All these values remain far above q.

Confining the light does not remove the deficit. A guide 220 nm thick spreads the optical wavevector by about π/(220 nm) = 0.0143 nm⁻¹, comparable to q but 130 times below the smallest K found above. To do the work of a phonon, the light itself would need substantial structure with a period near 2π/(1.864 nm⁻¹) ≈ 3.4 nm in the single-mass estimate. The smaller transverse mass lengthens this only to about 4 nm in a parabolic valley, and to about 3.7 nm for a thermal electron in the nonparabolic model band.

The assumption of a single band is a more serious restriction. In the pseudopotential model a second conduction band lies roughly half an electronvolt above the first at the valley minimum, and the separation at first grows as one moves from there toward the zone centre. It matches the 1550 nm photon at a state only a few tens of meV above the minimum (24 meV with 89 plane waves and about 30 meV with a converged set, for which the separation at the minimum falls from 0.56 eV to 0.53 eV), an energy comparable to kT, so thermal electrons are present there. A transition to the second band at nearly unchanged k needs no phonon or impurity. On the valley axis its momentum matrix element vanishes to rounding error. At the same position along the axis but with a typical thermal displacement sideways, it is 1.4 nm⁻¹ in units of ħ. This direct channel is therefore open in the model, and part of the absorption in n-type silicon may come from it; its share is not calculated here. It does not contradict the theorem, because the electron changes band: the photon's energy is now taken up by the gap between two bands at nearly the same k, and not by a climb along one of them.

The numerical output lists the main values used here. They support a conditional statement: within one band whose electrons are all much slower than c/n, a photon carries far too little momentum for its energy, and a phonon, an impurity or another source of force must make up the difference.

Computed values

```
Vacuum wavelength: 1550 nm
Refractive index (rough): 3.48
Effective mass (rough): 0.26 m0
Lattice constant (rough): 0.543 nm
Temperature: 300 K
Photon energy: 0.7999 eV
Photon wavevector in silicon q: 0.01411 1/nm
Phase velocity c/n: 8.615e+07 m/s
Recoil energy, electron at rest: 0.02916 meV
Thermal speed: 2.291e+05 m/s
Thermal kinetic energy: 38.78 meV
Thermal wavevector k_i: 0.5144 1/nm
Best gain of thermal electron from q: 2.156 meV
Photon energy / that gain: 371
Formally required initial energy: 5.485 keV
Formally required k: 193.5 1/nm
Zone edge 2pi/a: 11.57 1/nm
Final wavevector k_f: 2.392 1/nm
Least wavevector from source: 1.864 1/nm
Largest wavevector from source: 2.921 1/nm
Least source wavevector / q: 132.1
Ring length: 39.52 nm
Impurity height: 5 meV
Impurity Gaussian width: 0.3 nm
Ring p/hbar, no impurity: 0 1/nm
Ring p/hbar, impurity, diagonalized: 0.0004295 1/nm
Ring p/hbar, impurity, first order: 0.000428 1/nm
Ring p ratio, impurity doubled: 2.006
Band model: valley position: 0.8534 x 2pi/a
Band model: longitudinal mass: 0.872 m0
Band model: transverse mass: 0.1827 m0
Band model: E(k+G)-E(k) residue: 0.087 meV
Band model: largest speed on mesh: 1.73e+06 m/s
Band model: largest gain from q: 16.1 meV
Band model: (c/n) / largest speed: 49.8
Band model: least source wavevector bound: 0.688 1/nm
Electron density: 1e+18 cm^-3
Density / effective density of states: 0.039
Phonon energy (rough): 60 meV
Shift of least wavevector by phonon energy: 4.5 %
Waveguide spread pi/(220 nm): 0.0143 1/nm
Second band above first at valley: 0.559 eV
Direct match to photon at position: 0.789 x 2pi/a
Energy of that state above valley: 24 meV
Direct p/hbar on axis: 9e-15 1/nm
Direct p/hbar off axis (thermal): 1.4 1/nm
Relativistic test, photon energy: 0.01 m0c^2
Relativistic test, required speed in medium: 0.272 c
```
